**Thermodynamic factor of a B2 compound with antisites**

For mole fraction $x$ of B, the program tests $\Phi=2x(1-x)/[a(1-a)+b(1-b)]$, where $a$ is the fraction of B sites holding A and $b$ the fraction of A sites holding B. At $x=1/2$ both equal $c$, and the peak height is $1/[4c(1-c)]$. Explicit sums over antisite numbers on a finite lattice are asserted to agree with the formulas for the defect fraction, the profile of $\Phi$, the composition fluctuations, the potential step and the temperature dependence. Direct minimization of the free energy is asserted to give the same $\Phi$ from the activities of A and of B. For a total antisite energy of 100 kJ/mol at 1000 K, the output shows $c=2.44\times10^{-3}$, a height of about 103 and a full width of 0.0085 in $x$. A Monte Carlo simulation of interacting antisites on a bcc lattice is asserted to match the isolated-antisite height within 4% at three bond strengths. It also shows that the total antisite fraction exceeds the value inferred from the height, by 20% at the weakest bond strength and by about 1% at the strongest.

## Numerical check

```python
"""
Thermodynamic factor of an ordered B2 compound with dilute antisites.

Result under test:
    Phi = 2 x (1-x) / [a (1-a) + b (1-b)],  Phi_max = 1 / [4 c (1-c)]
x : mole fraction of B;  delta = x - 1/2
a : fraction of beta sites (B sites) holding A
b : fraction of alpha sites (A sites) holding B;  b - a = 2 delta
c : common value of a and b at x = 1/2
E_A, E_B : molar energies of the two antisites; only their sum matters
Phi = d ln(activity of B) / d ln(x), the thermodynamic factor
Independent roads: explicit sums over antisite numbers on a finite lattice,
direct minimization of the free energy, and Monte Carlo simulation of a bcc
lattice in which antisites interact (each like nearest-neighbour bond costs w).
"""
import numpy as np
from scipy.constants import R
from scipy.optimize import brentq, minimize_scalar
from scipy.special import logsumexp, xlogy

E_A, E_B = 40e3, 60e3          # J/mol, chosen model parameters
E_PAIR = E_A + E_B
T_MAIN = 1000.0                # K
SITES = 400000                 # sites per sublattice in the explicit sums
K_MAX = 12000                  # largest antisite number kept in the sums


# ---------- derived formulas ----------
def stoichiometric_fraction(T):
    root_k = np.exp(-E_PAIR / (2 * R * T))
    return root_k / (1 + root_k)


def antisite_fractions(x, T):
    shift = 2 * x - 1

    def mass_action(a):
        b = a + shift
        return np.log(a / (1 - a)) + np.log(b / (1 - b)) + E_PAIR / (R * T)

    low = max(0.0, -shift) + 1e-13
    high = min(1.0, 1.0 - shift) - 1e-13
    a = brentq(mass_action, low, high, xtol=1e-15)
    return a, a + shift


def phi_formula(x, T):
    a, b = antisite_fractions(x, T)
    return 2 * x * (1 - x) / (a * (1 - a) + b * (1 - b))


def phi_dilute(x, T):
    c = stoichiometric_fraction(T)
    d = x - 0.5
    return (0.25 - d**2) / np.sqrt(d**2 + c**2)


# ---------- explicit sums over antisite numbers ----------
k = np.arange(1, K_MAX + 1)
log_binomial = np.concatenate(([0.0], np.cumsum(np.log((SITES - k + 1) / k))))


def log_terms(excess, T):
    """Log weights of all states with (B on alpha) - (A on beta) = excess."""
    n_a = np.arange(max(0, -excess), K_MAX + 1 - max(0, excess))
    n_b = n_a + excess
    energy = (n_a * E_A + n_b * E_B) / (R * T)
    return n_a, log_binomial[n_a] + log_binomial[n_b] - energy


def log_z(excess, T):
    return logsumexp(log_terms(excess, T)[1])


def phi_counted(x, T):
    m = int(round(2 * SITES * (x - 0.5)))
    second = log_z(m + 1, T) - 2 * log_z(m, T) + log_z(m - 1, T)
    return x * (1 - x) * (-2 * SITES * second)


def potential_counted(x, T):
    """Diffusion potential mu_B - mu_A over RT, up to a constant."""
    m = int(round(2 * SITES * (x - 0.5)))
    return -(log_z(m + 1, T) - log_z(m - 1, T)) / 2


c_main = stoichiometric_fraction(T_MAIN)
n_a, terms = log_terms(0, T_MAIN)
weights = np.exp(terms - logsumexp(terms))
c_counted = np.sum(weights * n_a) / SITES
assert abs(c_counted / c_main - 1) < 3e-3

offsets = [-0.01, -0.005, -0.002, 0.0, 0.002, 0.005, 0.01]
profile = []
for d in offsets:
    x = 0.5 + d
    row = (x, phi_counted(x, T_MAIN), phi_formula(x, T_MAIN),
           phi_dilute(x, T_MAIN))
    # finite lattice: relative corrections of order 1/(number of antisites)
    assert abs(row[1] / row[2] - 1) < 3e-3
    assert abs(row[3] / row[2] - 1) < 3e-2      # dilute limit, order of b
    profile.append(row)
counted = [row[1] for row in profile]
assert int(np.argmax(counted)) == 3
assert np.allclose(counted, counted[::-1], rtol=1e-4)

# composition fluctuations in an open crystal held at x = 1/2
excesses = np.arange(-400, 401)
log_p = np.array([log_z(int(m), T_MAIN) for m in excesses])
log_p += excesses * (E_B - E_A) / (2 * R * T_MAIN)
prob = np.exp(log_p - logsumexp(log_p))
mean_excess = np.sum(prob * excesses)
var_excess = np.sum(prob * (excesses - mean_excess)**2)
phi_fluct = 0.25 / (var_excess / (2 * SITES))
phi_max = 1 / (4 * c_main * (1 - c_main))
assert abs(mean_excess) < 0.1
assert abs(phi_fluct / phi_max - 1) < 3e-3


# ---------- activities from direct minimization ----------
def g_minimum(x):
    """Molar free energy over RT at T_MAIN, minimized over antisites."""
    def g(log_a):
        a = np.exp(log_a)
        b = a + 2 * x - 1
        mixing = sum(xlogy(f, f) + xlogy(1 - f, 1 - f) for f in (a, b))
        return 0.5 * ((a * E_A + b * E_B) / (R * T_MAIN) + mixing)
    return minimize_scalar(g, bounds=(-14, -2), method="bounded",
                           options={"xatol": 1e-10}).fun


def log_activities(x, h=1e-4):
    slope = (g_minimum(x + h) - g_minimum(x - h)) / (2 * h)
    return np.array([g_minimum(x) - x * slope,
                     g_minimum(x) + (1 - x) * slope])


x_act, h_act = 0.503, 1e-4
rate = (log_activities(x_act + h_act) - log_activities(x_act - h_act))
rate /= 2 * h_act
phi_from_A, phi_from_B = -(1 - x_act) * rate[0], x_act * rate[1]
phi_act = phi_formula(x_act, T_MAIN)
assert abs(phi_from_A / phi_act - 1) < 3e-3
assert abs(phi_from_B / phi_act - 1) < 3e-3

# ---------- width and potential step ----------
half = brentq(lambda x: phi_formula(x, T_MAIN) - phi_max / 2, 0.5, 0.55)
width = 2 * (half - 0.5)
width_dilute = 2 * np.sqrt(3) * c_main
assert abs(width / width_dilute - 1) < 2e-2     # corrections of order c

step_counted = potential_counted(0.51, T_MAIN) - potential_counted(0.49, T_MAIN)
step_dilute = 2 * np.arcsinh(0.01 / c_main)
assert abs(step_counted / step_dilute - 1) < 2e-2

# ---------- temperature dependence ----------
temperatures = [800.0, 1000.0, 1200.0]
heights = [phi_counted(0.5, T) for T in temperatures]
for T, height in zip(temperatures, heights):
    c = stoichiometric_fraction(T)
    assert abs(height * 4 * c * (1 - c) - 1) < 5e-3
slope_energy = R * np.log(heights[0] / heights[2]) / (1 / 800.0 - 1 / 1200.0)
assert abs(slope_energy / (E_PAIR / 2) - 1) < 2e-2


# ---------- interacting antisites on a bcc lattice ----------
def neighbour_count(occupation, shift):
    for axis in (1, 2, 3):
        occupation = occupation + np.roll(occupation, shift, axis)
    return occupation


def simulate(w, rng, replicas=20, length=10, sweeps=5000, warmup=200):
    """Heat-bath simulation at x = 1/2; w is the like-bond cost over kT."""
    n = np.arange(9)
    chance = (1 / (1 + np.exp((8 - 2 * n) * w))).astype(np.float32)
    shape = (replicas, length, length, length)
    alpha = np.zeros(shape, dtype=np.int8)      # 1 marks an antisite
    beta = np.zeros(shape, dtype=np.int8)
    square, total = np.zeros(replicas), np.zeros(replicas)
    for sweep in range(sweeps + warmup):
        draw = rng.random(shape, dtype=np.float32)
        alpha = (draw < chance[neighbour_count(beta, 1)]).astype(np.int8)
        draw = rng.random(shape, dtype=np.float32)
        beta = (draw < chance[neighbour_count(alpha, -1)]).astype(np.int8)
        if sweep >= warmup:
            on_alpha = alpha.reshape(replicas, -1).sum(axis=1, dtype=np.int64)
            on_beta = beta.reshape(replicas, -1).sum(axis=1, dtype=np.int64)
            square += (on_alpha - on_beta)**2
            total += on_alpha + on_beta
    cells = length**3
    spread = square / sweeps / (2 * cells)      # 2N Var(x), mean x is 1/2
    phi = 0.25 / spread.mean()
    error = phi * spread.std(ddof=1) / np.sqrt(replicas) / spread.mean()
    return phi, error, total.mean() / sweeps / (2 * cells)


rng = np.random.default_rng(12345)
simulated = []
for w in (0.6, 0.8, 1.0):
    phi_mc, error_mc, c_total = simulate(w, rng)
    c_isolated = 1 / (1 + np.exp(8 * w))
    phi_isolated = 1 / (4 * c_isolated * (1 - c_isolated))
    ratio = phi_mc * 4 * c_total
    ratio_pairs = 1 + 8 * (np.exp(-6 * w) - np.exp(-8 * w))
    # statistical error below 1 percent, larger clusters about 1 percent
    assert abs(phi_mc / phi_isolated - 1) < 0.04
    if w > 0.7:
        assert abs(ratio - ratio_pairs) < 0.03
    simulated.append((w, c_total, phi_mc, error_mc, phi_isolated,
                      ratio, ratio_pairs))
assert simulated[0][5] > 1.1 > simulated[1][5] > simulated[2][5]

# ---------- output ----------
print(f"antisite energies E_A, E_B: {E_A/1e3:.0f}, {E_B/1e3:.0f} kJ/mol")
print(f"sum of antisite energies E: {E_PAIR/1e3:.0f} kJ/mol")
print(f"temperature: {T_MAIN:.0f} K;  RT: {R*T_MAIN/1e3:.4f} kJ/mol")
print(f"E/(2RT): {E_PAIR/(2*R*T_MAIN):.4f} (no unit)")
print(f"exp(-E/2RT): {np.exp(-E_PAIR/(2*R*T_MAIN)):.4e} (no unit)")
print(f"antisite fraction c at x=1/2, formula: {c_main:.4e} (no unit)")
print(f"antisite fraction c at x=1/2, explicit sum: {c_counted:.4e} (no unit)")
print(f"peak height 1/[4c(1-c)]: {phi_max:.2f} (no unit)")
print(f"peak height 1/(4c): {1/(4*c_main):.2f} (no unit)")
print(f"peak height from fluctuations: {phi_fluct:.2f} (no unit)")
print("profile (no units): x, Phi explicit sum, Phi formula, Phi dilute")
for row in profile:
    print(f"  {row[0]:.3f}  {row[1]:.2f}  {row[2]:.2f}  {row[3]:.2f}")
print(f"Phi at x={x_act} from activity of A: {phi_from_A:.2f} (no unit)")
print(f"Phi at x={x_act} from activity of B: {phi_from_B:.2f} (no unit)")
print(f"Phi at x={x_act} from formula: {phi_act:.2f} (no unit)")
print(f"full width at half height in x, full model: {width:.5f} (no unit)")
print(f"full width 2*sqrt(3)*c: {width_dilute:.5f} (no unit)")
print(f"height times width, full model: {phi_max*width:.4f} (no unit)")
print(f"sqrt(3)/2: {np.sqrt(3)/2:.4f} (no unit)")
rt_kj = R * T_MAIN / 1e3
print("step of mu_B-mu_A from x=0.49 to 0.51:")
print(f"  explicit sum: {step_counted*rt_kj:.2f} kJ/mol")
print(f"  dilute formula: {step_dilute*rt_kj:.2f} kJ/mol")
print("temperature (K), c (no unit), peak height by explicit sum (no unit)")
for T, height in zip(temperatures, heights):
    print(f"  {T:.0f}  {stoichiometric_fraction(T):.4e}  {height:.2f}")
print(f"energy from slope of ln(height) in 1/T: {slope_energy/1e3:.2f} kJ/mol")
print("bcc simulation at x=1/2 with interacting antisites (no units):")
print("  w/kT, total c, Phi, its std error, Phi isolated formula,")
print("  Phi*4c simulated, Phi*4c with pair correction")
for row in simulated:
    print(f"  {row[0]:.1f}  {row[1]:.3e}  {row[2]:.2f}  {row[3]:.2f}"
          f"  {row[4]:.2f}  {row[5]:.3f}  {row[6]:.3f}")
print("every check passed")
```

Printed output:

```
antisite energies E_A, E_B: 40, 60 kJ/mol
sum of antisite energies E: 100 kJ/mol
temperature: 1000 K;  RT: 8.3145 kJ/mol
E/(2RT): 6.0136 (no unit)
exp(-E/2RT): 2.4452e-03 (no unit)
antisite fraction c at x=1/2, formula: 2.4393e-03 (no unit)
antisite fraction c at x=1/2, explicit sum: 2.4386e-03 (no unit)
peak height 1/[4c(1-c)]: 102.74 (no unit)
peak height 1/(4c): 102.49 (no unit)
peak height from fluctuations: 102.74 (no unit)
profile (no units): x, Phi explicit sum, Phi formula, Phi dilute
  0.490  24.78  24.78  24.28
  0.495  45.41  45.42  44.93
  0.498  79.64  79.64  79.25
  0.500  102.77  102.74  102.49
  0.502  79.64  79.64  79.25
  0.505  45.41  45.42  44.93
  0.510  24.78  24.78  24.28
Phi at x=0.503 from activity of A: 65.11 (no unit)
Phi at x=0.503 from activity of B: 65.11 (no unit)
Phi at x=0.503 from formula: 65.10 (no unit)
full width at half height in x, full model: 0.00853 (no unit)
full width 2*sqrt(3)*c: 0.00845 (no unit)
height times width, full model: 0.8760 (no unit)
sqrt(3)/2: 0.8660 (no unit)
step of mu_B-mu_A from x=0.49 to 0.51:
  explicit sum: 35.53 kJ/mol
  dilute formula: 35.23 kJ/mol
temperature (K), c (no unit), peak height by explicit sum (no unit)
  800  5.4345e-04  460.80
  1000  2.4393e-03  102.77
  1200  6.6178e-03  38.03
energy from slope of ln(height) in 1/T: 49.78 kJ/mol
bcc simulation at x=1/2 with interacting antisites (no units):
  w/kT, total c, Phi, its std error, Phi isolated formula,
  Phi*4c simulated, Phi*4c with pair correction
  0.6  9.704e-03  30.91  0.15  30.88  1.200  1.153
  0.8  1.756e-03  151.16  0.72  150.96  1.062  1.053
  1.0  3.389e-04  744.95  4.74  745.74  1.010  1.017
every check passed
```
